# Traces of Dirac matrices from the Clifford relation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Clifford relation to a recursion

A spin-summed probability in tree-level quantum electrodynamics contains products of Dirac matrices. Summing over spins turns these products into traces, which are ordinary numbers. The problem is to evaluate such traces without choosing explicit matrices.

The four matrices $\gamma^\mu$, with $\mu=0,1,2,3$, are $4\times4$ and satisfy the Clifford relation

$$
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}I,
\qquad g=\mathrm{diag}(1,-1,-1,-1).
$$

Here $I$ is the unit matrix, so $\mathrm{tr}\,I=4$. A repeated upper and lower index is summed. The scalar product of two four-vectors is

$$
a\cdot b=g^{\mu\nu}a_\mu b_\nu=a^0b^0-\mathbf a\cdot\mathbf b .
$$

To each four-vector $a_k$ belongs a matrix, written with the corresponding capital letter:

$$
A_k=a_{k\mu}\gamma^\mu .
$$

The first index of $a_{k\mu}$ labels the vector and the second its component. The components are numbers, real or complex, which commute with each other and with the matrices. For operators that do not commute with each other, such as derivatives combined with functions of position, the rules below would need additional terms. The trace to be studied is

$$
T(1,2,\ldots,m)=\mathrm{tr}(A_1A_2\cdots A_m).
$$

### (a) Two rules for rearranging a product

**Question.** Find the rule for exchanging two neighbouring matrices $A$ and $B$, and the square of $A$. Then find how a trace changes when the first matrix of a product is moved to the end.

**Solution.** Write out the two orders and collect the numerical components:

$$
AB+BA=a_\mu b_\nu(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu)
=2g^{\mu\nu}a_\mu b_\nu I .
$$

The last factor contains the scalar product, so

$$
AB=2(a\cdot b)I-BA. \tag{1}
$$

An exchange therefore produces a minus sign and an additional term with two matrices fewer. For orthogonal vectors, $a\cdot b=0$, the additional term is absent. For $b=a$ the relation reads $2A^2=2(a\cdot a)I$, hence

$$
A^2=(a\cdot a)I=a^2I. \tag{2}
$$

For a real vector the number $a^2$ can be positive, negative or zero. A non-zero light-like vector has $a^2=0$, so its matrix squares to zero without being zero itself.

For the trace, let $X$ and $Y$ be any two $4\times4$ matrices. By the definitions of trace and matrix product,

$$
\mathrm{tr}(XY)=\sum_{i,j}X_{ij}Y_{ji}
=\sum_{i,j}Y_{ji}X_{ij}=\mathrm{tr}(YX).
$$

The middle step exchanges two numbers. With $X=A_1$ and $Y=A_2\cdots A_m$,

$$
\mathrm{tr}(A_1A_2\cdots A_m)=\mathrm{tr}(A_2\cdots A_mA_1). \tag{3}
$$

This is the cyclic property. It permits a matrix to go round the end of the product, but not an arbitrary reordering. A general exchange of neighbours must use equation (1).

### (b) A matrix that anticommutes with all four

**Question.** Consider

$$
\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3 .
$$

How does it behave when exchanged with $\gamma^\mu$, and what is its square?

**Solution.** For two different indices the Clifford relation gives $\gamma^\mu\gamma^\nu=-\gamma^\nu\gamma^\mu$. Take one $\gamma^\mu$ standing to the right of $\gamma^5$ and move it to the left through the four factors. One of these factors is $\gamma^\mu$ itself, and passing it costs no sign. The other three have different indices and give one minus sign each. Thus

$$
\gamma^5\gamma^\mu=(-1)^3\gamma^\mu\gamma^5=-\gamma^\mu\gamma^5. \tag{4}
$$

Since $A$ is a linear combination of the $\gamma^\mu$, it follows that $\gamma^5A=-A\gamma^5$.

The square is

$$
(\gamma^5)^2=i^2\,
\gamma^0\gamma^1\gamma^2\gamma^3
\gamma^0\gamma^1\gamma^2\gamma^3 .
$$

Bring equal matrices together:

- The second $\gamma^0$ moves left past $\gamma^3$, $\gamma^2$ and $\gamma^1$: three signs.
- The second $\gamma^1$ moves left past $\gamma^3$ and $\gamma^2$: two signs.
- The second $\gamma^2$ moves left past $\gamma^3$: one sign.

The six signs multiply to $+1$. The Clifford relation with equal indices gives $(\gamma^0)^2=I$ and $(\gamma^1)^2=(\gamma^2)^2=(\gamma^3)^2=-I$. Therefore

$$
(\gamma^5)^2=(-1)(+1)(1)(-1)^3I=I. \tag{5}
$$

The factor $i$ in the definition makes the square $+I$. Without it the square would be $-I$, and the anticommutation in equation (4) would be unchanged.

### (c) Products with an odd number of matrices

**Question.** Use $\gamma^5$ to determine $T(1,\ldots,m)$ for odd $m$.

**Solution.** Insert $I=\gamma^5\gamma^5$ in front of the product:

$$
T(1,\ldots,m)=\mathrm{tr}(\gamma^5\gamma^5A_1A_2\cdots A_m).
$$

Move the second $\gamma^5$ to the right through all $m$ matrices. Each exchange gives one minus sign:

$$
T(1,\ldots,m)=(-1)^m\,
\mathrm{tr}(\gamma^5A_1A_2\cdots A_m\gamma^5).
$$

The cyclic property brings the last $\gamma^5$ to the front, where it meets the first one:

$$
\mathrm{tr}(\gamma^5A_1\cdots A_m\gamma^5)
=\mathrm{tr}(\gamma^5\gamma^5A_1\cdots A_m)
=T(1,\ldots,m).
$$

The result is

$$
T(1,\ldots,m)=(-1)^mT(1,\ldots,m). \tag{6}
$$

For odd $m$ this says $T=-T$, or $2T=0$, so

$$
T(1,\ldots,m)=0\qquad(m\ \text{odd}). \tag{7}
$$

For even $m$ equation (6) is an identity and carries no information. The proof used the Clifford relation, the cyclic property and the existence of four matrices whose product anticommutes with each of them. It did not use a particular form of the matrices. The numerical check evaluates all index combinations for products of 1, 3, 5 and 7 matrices, in two representations related by a change of basis, which leaves every trace unchanged. Every trace is below $10^{-8}$ in magnitude, which is zero within the tolerance of the calculation.

### (d) The role of the dimension

**Question.** The Pauli matrices satisfy $\sigma_i\sigma_j+\sigma_j\sigma_i=2\delta_{ij}I_2$, which is a Clifford relation in three dimensions. Is the trace of three of them zero as well? Which step of part (c) depends on the dimension?

**Solution.** The Pauli matrices are

$$
\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_y=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad
\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
$$

Multiplication of the first two gives

$$
\sigma_x\sigma_y=\begin{pmatrix}i&0\\0&-i\end{pmatrix}=i\sigma_z .
$$

Multiply by $\sigma_z$ and use $\sigma_z^2=I_2$:

$$
\sigma_x\sigma_y\sigma_z=iI_2,
\qquad \mathrm{tr}(\sigma_x\sigma_y\sigma_z)=2i. \tag{8}
$$

This odd trace does not vanish. The Clifford relation alone, without a statement about the dimension, is therefore insufficient for equation (7).

The difference lies in part (b). In $d$ dimensions, form the product $\Gamma$ of all $d$ matrices. A given matrix moved through $\Gamma$ meets itself once and $d-1$ different matrices, so the total sign is $(-1)^{d-1}$. For even $d$ it is $-1$, and $\Gamma$ anticommutes with every matrix. Its square is $\pm I$, so it has an inverse, and the argument of part (c) can be repeated with $\Gamma^{-1}\Gamma=I$. For odd $d$ the sign is $+1$. Then $\Gamma$ commutes with every matrix, and the minus signs needed in part (c) do not appear. The Pauli product $iI_2$ is an example: it commutes with everything.

Spacetime has $d=4$ here, so equation (7) applies.

### (e) Traces of two and four matrices

**Question.** Evaluate $T(1,2)$ and then $T(1,2,3,4)$. Express the results also for matrices $\gamma^\mu$ with free indices.

**Solution.** For two matrices, the cyclic property says that both orders have the same trace. Averaging them and applying equation (1) gives

$$
T(1,2)=\tfrac12\mathrm{tr}(A_1A_2+A_2A_1)
=\tfrac12\,2(a_1\cdot a_2)\,\mathrm{tr}\,I .
$$

Since $\mathrm{tr}\,I=4$,

$$
T(1,2)=4\,a_1\cdot a_2. \tag{9}
$$

For four matrices, move $A_1$ to the right one place at a time. The first exchange gives

$$
A_1A_2A_3A_4=2(a_1\cdot a_2)A_3A_4-A_2A_1A_3A_4 .
$$

In the last product exchange $A_1$ and $A_3$:

$$
-A_2A_1A_3A_4=-2(a_1\cdot a_3)A_2A_4+A_2A_3A_1A_4 .
$$

The remaining exchange is

$$
A_2A_3A_1A_4=2(a_1\cdot a_4)A_2A_3-A_2A_3A_4A_1 .
$$

Add the pieces and take the trace. By the cyclic property, the last product has trace $T(1,2,3,4)$, and it enters with a minus sign:

$$
\begin{aligned}
T(1,2,3,4)={}&2(a_1\cdot a_2)T(3,4)-2(a_1\cdot a_3)T(2,4)\\
&+2(a_1\cdot a_4)T(2,3)-T(1,2,3,4).
\end{aligned}
$$

Bring the last term to the left, divide by two, and insert equation (9):

$$
\begin{aligned}
T(1,2,3,4)=4\big[&(a_1\cdot a_2)(a_3\cdot a_4)
-(a_1\cdot a_3)(a_2\cdot a_4)\\
&+(a_1\cdot a_4)(a_2\cdot a_3)\big]. \tag{10}
\end{aligned}
$$

To obtain $\gamma^\mu$ itself, choose a vector whose covariant component number $\mu$ is one and whose other covariant components are zero. The scalar product of two such vectors, with indices $\mu$ and $\nu$, is $g^{\mu\nu}$. Equations (9) and (10) become

$$
\mathrm{tr}(\gamma^\mu\gamma^\nu)=4g^{\mu\nu},
$$

$$
\mathrm{tr}(\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma)
=4(g^{\mu\nu}g^{\rho\sigma}-g^{\mu\rho}g^{\nu\sigma}
+g^{\mu\sigma}g^{\nu\rho}).
$$

The minus sign can be seen directly in one case. Since $\gamma^0$ and $\gamma^1$ anticommute,

$$
\gamma^0\gamma^1\gamma^0\gamma^1
=-(\gamma^0)^2(\gamma^1)^2=-(1)(-1)I=I ,
$$

and the trace is 4. The formula gives $-4g^{00}g^{11}=-4(1)(-1)=4$, because the other two terms contain $g^{01}=0$.

When vectors repeat, terms can merge. With $a_3=a_1$, equation (10) becomes

$$
\mathrm{tr}(A_1A_2A_1A_4)
=4[2(a_1\cdot a_2)(a_1\cdot a_4)-a_1^2\,a_2\cdot a_4].
$$

The first and third terms have become equal.

### (f) An even number of matrices of any length

**Question.** Extend the procedure of part (e) to $m$ matrices. What does it give for even $m$, and what does it give for odd $m$?

**Solution.** Suppose that $A_1$ has already passed $A_2,\ldots,A_{k-1}$. It has made $k-2$ exchanges, so the current product carries the sign $(-1)^{k-2}=(-1)^k$. The next exchange is

$$
\begin{aligned}
&(-1)^kA_2\cdots A_{k-1}A_1A_kA_{k+1}\cdots A_m\\
&\quad=2(-1)^k(a_1\cdot a_k)
A_2\cdots A_{k-1}A_{k+1}\cdots A_m\\
&\qquad-(-1)^kA_2\cdots A_kA_1A_{k+1}\cdots A_m .
\end{aligned}
$$

The first term on the right is finished: $A_1$ and $A_k$ have been replaced by their scalar product. The second is the starting point for the next exchange. Let $R_k$ denote the product $A_2\cdots A_m$ with $A_k$ removed. After all $m-1$ exchanges,

$$
\begin{aligned}
A_1\cdots A_m={}&2\sum_{k=2}^{m}(-1)^k(a_1\cdot a_k)R_k\\
&+(-1)^{m-1}A_2\cdots A_mA_1. \tag{11}
\end{aligned}
$$

This is an equation between matrices; no trace has been taken. When it is taken, the last product gives $T(1,\ldots,m)$ by the cyclic property.

For $m=2n$ the last sign is negative. Moving that term to the left gives $2T$ there, and division by two yields

$$
T(1,\ldots,2n)=\sum_{k=2}^{2n}(-1)^k(a_1\cdot a_k)\,
\mathrm{tr}\,R_k. \tag{12}
$$

Each $R_k$ contains $2n-2$ matrices, so repeated use of equation (12) ends at equation (9).

For odd $m$ the last sign is positive, and $T$ cancels from the two sides. What remains is a condition on shorter traces,

$$
\sum_{k=2}^{m}(-1)^k(a_1\cdot a_k)\,\mathrm{tr}\,R_k=0
\qquad(m\ \text{odd}),
$$

and no value for $T(1,\ldots,m)$ itself. The condition does restrict the traces of $m-2$ matrices. For $m=5$, take $A_1=A_2=\gamma^3$ and $A_3A_4A_5=\gamma^0\gamma^1\gamma^2$. Only the term $k=2$ survives, and it gives $g^{33}\,\mathrm{tr}(\gamma^0\gamma^1\gamma^2)=0$. This step needs a fourth direction orthogonal to the other three, so the dimension enters here as it did through $\gamma^5$ in part (c), which treats all odd $m$ at once. This agrees with part (d): exchanges and cyclicity are available for the Pauli matrices too, but no fourth direction is, and the trace of three need not vanish.

## Second half: counting the terms and using the traces

The notation is as follows. The metric is $g=\mathrm{diag}(1,-1,-1,-1)$, the matrix belonging to a four-vector $a_k$ is $A_k=a_{k\mu}\gamma^\mu$, and $T(1,\ldots,m)=\mathrm{tr}(A_1\cdots A_m)$. Neighbours are exchanged by $AB=2(a\cdot b)I-BA$, and $A^2=a^2I$. For odd $m$ the trace vanishes in four dimensions. The even traces start with $T(1,2)=4a_1\cdot a_2$ and obey the recursion (12),

$$
T(1,\ldots,2n)=\sum_{k=2}^{2n}(-1)^k(a_1\cdot a_k)\,
T(\text{without }1\text{ and }k).
$$

The remaining labels keep their original order. For four matrices the result is equation (10).

### (g) Six matrices with numbers

**Question.** Evaluate $T(1,2,3,4)$ and $T(1,\ldots,6)$ for the dimensionless vectors, written as (time; $x,y,z$),

$$
\begin{aligned}
a_1&=(2;1,0,0),&a_2&=(1;0,1,0),\\
a_3&=(1;0,0,1),&a_4&=(3;1,1,0),\\
a_5&=(2;0,1,1),&a_6&=(1;1,0,1).
\end{aligned}
$$

**Solution.** The scalar products follow from the metric. For example, $a_1\cdot a_4=2\times3-1\times1=5$. The complete set is

- $a_1\cdot a_2=2$, $a_1\cdot a_3=2$, $a_1\cdot a_4=5$, $a_1\cdot a_5=4$, $a_1\cdot a_6=1$;
- $a_2\cdot a_3=1$, $a_2\cdot a_4=2$, $a_2\cdot a_5=1$, $a_2\cdot a_6=1$;
- $a_3\cdot a_4=3$, $a_3\cdot a_5=1$, $a_3\cdot a_6=0$;
- $a_4\cdot a_5=5$, $a_4\cdot a_6=2$, $a_5\cdot a_6=1$.

The four-matrix trace is

$$
T(1,2,3,4)=4(2\times3-2\times2+5\times1)=28 .
$$

For six matrices, vector 1 has five possible partners. The traces left after removing the two partners are

$$
\begin{aligned}
T(3,4,5,6)&=4(3\times1-1\times2+0\times5)=4,\\
T(2,4,5,6)&=4(2\times1-1\times2+1\times5)=20,\\
T(2,3,5,6)&=4(1\times1-1\times0+1\times1)=8,\\
T(2,3,4,6)&=4(1\times2-2\times0+1\times3)=20,\\
T(2,3,4,5)&=4(1\times5-2\times1+1\times3)=24 .
\end{aligned}
$$

The signs alternate, starting with plus for partner 2:

$$
\begin{aligned}
T(1,\ldots,6)&=2(4)-2(20)+5(8)-4(20)+1(24)\\
&=8-40+40-80+24=-48 .
\end{aligned}
$$

Direct multiplication of the explicit matrices gives the same values, 28 and $-48$.

In four dimensions, traces of an odd number of Dirac matrices vanish, and the recursion (12) reduces even ones to scalar products, as the six-matrix example shows. What remains is to count the terms and find their signs, to ask whether the expansion can be shortened, and to use the traces for a spin sum and for Coulomb scattering.
